**On-top exchange hole of a collinear determinant: numerical tests**

For one Slater determinant of purely up and purely down orbitals, the exchange hole at zero separation is −(n↑² + n↓²)/n = −n(1 + ζ²)/2, and the LSDA exchange hole has the same value there. Here n↑ and n↓ are the spin densities, n is their sum, and ζ = (n↑ − n↓)/n. The program builds the three-electron determinant of lithium (UHF/cc-pVTZ), integrates its square over the third electron, and asserts agreement with the formula at four distances from the nucleus. It asserts the same identity for a random complex four-electron determinant on four sites. The uniform-gas density matrix is tested against an integral over the Fermi sphere, and the energy of the LSDA hole against libxc. The output shows that the LSDA hole around r = 1 bohr departs from that of the determinant as the separation grows, and that the LSDA exchange energy of lithium is 13.66% smaller in magnitude than that of the determinant. A singlet made of two determinants has an on-top hole of −1 where the formula would give −0.5, which shows that the single-determinant condition is needed.

## Verification by program

```python
# Result under test: for one Slater determinant of pure up / pure down orbitals,
#   n_x(r,r) = -(n_up^2 + n_dn^2)/n = -n (1 + zeta^2)/2,
# and the LSDA exchange hole has the same value at zero separation.
# n_up, n_dn: spin densities; n: their sum; zeta = (n_up - n_dn)/n.
# Pair density P is normalized to N(N-1); hole n_x(r,r') = P(r,r')/n(r) - n(r').
# gamma_s: one-particle density matrix of spin s; u: separation |r' - r|.
# Hartree atomic units throughout unless a label says otherwise.
import itertools
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import quad, simpson
from scipy.special import spherical_jn
from pyscf import gto, scf, dft


def on_top_formula(n_up, n_dn):
    n = n_up + n_dn
    zeta = (n_up - n_dn) / n
    return -n * (1 + zeta**2) / 2


def gas_factor(x):
    # gamma_s(u)/n_s of the uniform gas, x = k_s u
    x = np.maximum(np.asarray(x, dtype=float), 1e-6)
    return 3 * spherical_jn(1, x) / x


def fermi_wavevector(n_s):
    return (6 * np.pi**2 * n_s) ** (1 / 3)


def lsda_hole(n_up, n_dn, u):
    total = 0.0
    for n_s in (n_up, n_dn):
        total = total - (n_s * gas_factor(fermi_wavevector(n_s) * u))**2
    return total / (n_up + n_dn)


# ---- Lithium determinant from unrestricted Hartree-Fock ----
mol = gto.M(atom="Li 0 0 0", basis="cc-pvtz", spin=1, verbose=0)
mf = scf.UHF(mol)
mf.conv_tol = 1e-11
mf.max_cycle = 200
mf.kernel()
assert mf.converged
occupied = [mf.mo_coeff[s][:, mf.mo_occ[s] > 0] for s in (0, 1)]
assert occupied[0].shape[1] == 2 and occupied[1].shape[1] == 1


def orbitals(points):
    ao = mol.eval_gto("GTOval_sph", np.atleast_2d(np.asarray(points, float)))
    return [ao @ c for c in occupied]


def spin_densities(point):
    return [float(np.sum(phi[0]**2)) for phi in orbitals(point)]


grid = dft.gen_grid.Grids(mol)
grid.level = 5
grid.build()
grid_orbitals = orbitals(grid.coords)


def determinant_row(phi, spin):
    # values of the three spin orbitals (up, up, down) for one electron
    row = np.zeros((phi[0].shape[0], 3))
    if spin == 0:
        row[:, :2] = phi[0]
    else:
        row[:, 2:] = phi[1]
    return row


def pair_density(point1, point2):
    # 3*2 * sum over spins * integral over electron 3 of |det|^2 / 3!
    phi1, phi2 = orbitals(point1), orbitals(point2)
    total = 0.0
    for s1, s2, s3 in itertools.product((0, 1), repeat=3):
        matrices = np.empty((len(grid.weights), 3, 3))
        matrices[:, 0, :] = determinant_row(phi1, s1)
        matrices[:, 1, :] = determinant_row(phi2, s2)
        matrices[:, 2, :] = determinant_row(grid_orbitals, s3)
        total += np.dot(grid.weights, np.linalg.det(matrices)**2)
    return total


print(f"Li UHF/cc-pVTZ total energy: {mf.e_tot:.6f} hartree")
bohr_in_angstrom = physical_constants["Bohr radius"][0] / angstrom
print("On-top values at distance r from the nucleus (densities in bohr^-3)")
for r in (0.0, 1.0, 2.0, 4.0):
    point = [0.0, 0.0, r]
    n_up, n_dn = spin_densities(point)
    n = n_up + n_dn
    zeta = (n_up - n_dn) / n
    contact_pairs = pair_density(point, point)
    hole = contact_pairs / n - n
    formula = on_top_formula(n_up, n_dn)
    # tolerance: quadrature over the third electron
    assert abs(hole / formula - 1) < 1e-5
    assert abs(contact_pairs / (2 * n_up * n_dn) - 1) < 1e-4
    assert abs(lsda_hole(n_up, n_dn, 0.0) / hole - 1) < 1e-5
    print(f"r = {r:.1f} bohr: n_up = {n_up:.5e}, n_dn = {n_dn:.5e}")
    print(f"  n = {n:.5e}, zeta = {zeta:.5f}, P(r,r) = {contact_pairs:.4e} bohr^-6")
    print(f"  hole from determinant = {hole:.5e}, formula = {formula:.5e}")
    print(f"  spin-blind -n/2 = {-n/2:.5e}, hole/(-n) = {-hole/n:.5f}")
    if r == 2.0:
        print(f"  hole converted = {hole / bohr_in_angstrom**3:.5e} angstrom^-3")

# ---- Density-matrix form of the hole at two different points ----
a, b = [0.0, 0.0, 1.0], [0.6, 0.0, 1.5]
phi_a, phi_b = orbitals(a), orbitals(b)
gamma_squares = sum(float(phi_a[s][0] @ phi_b[s][0])**2 for s in (0, 1))
expected = sum(spin_densities(a)) * sum(spin_densities(b)) - gamma_squares
assert abs(pair_density(a, b) / expected - 1) < 1e-4

# ---- Away from zero separation: angle-averaged hole around r = 1 bohr ----
r_ref = 1.0
n_up, n_dn = spin_densities([0.0, 0.0, r_ref])
n = n_up + n_dn
assert np.allclose(spin_densities([r_ref, 0, 0]), [n_up, n_dn], rtol=1e-5)
cosines, weights = np.polynomial.legendre.leggauss(80)
phi_ref = orbitals([0.0, 0.0, r_ref])


def averaged_hole(u):
    # spherical atom: averaging over the polar angle is enough
    points = np.column_stack([u * np.sqrt(1 - cosines**2),
                              np.zeros_like(cosines), r_ref + u * cosines])
    phi = orbitals(points)
    squares = sum((phi[s] @ phi_ref[s][0])**2 for s in (0, 1))
    return -0.5 * np.dot(weights, squares) / n


print(f"Angle-averaged exchange hole around r = {r_ref:.1f} bohr (bohr^-3)")
for u in (0.0, 0.1, 0.5, 1.0):
    exact, local = averaged_hole(u), float(lsda_hole(n_up, n_dn, u))
    if u == 0.0:
        assert abs(local / exact - 1) < 1e-9
    if u == 1.0:
        assert abs(local / exact - 1) > 0.01
    print(f"  u = {u:.1f} bohr: determinant {exact:.5e}, LSDA {local:.5e}")

# ---- Uniform-gas density matrix from a filled Fermi sphere ----
k_up = fermi_wavevector(n_up)
for u in (0.01, 0.7, 3.0):
    sphere = quad(lambda k: k * np.sin(k * u) / u, 0, k_up)[0] / (2 * np.pi**2)
    assert abs(sphere - n_up * gas_factor(k_up * u)) < 1e-10

# ---- Energy of the LSDA hole against libxc ----
u_grid = np.linspace(0, 2000, 400001)
energy_hole = 2 * np.pi * simpson(u_grid * lsda_hole(n_up, n_dn, u_grid), x=u_grid)
energy_libxc = dft.libxc.eval_xc(
    "LDA,", (np.array([n_up]), np.array([n_dn])), spin=1)[0][0]
# tolerance: the integral is cut off at large separation
assert abs(energy_hole / energy_libxc - 1) < 1e-5
print(f"LSDA exchange energy per electron at r = {r_ref:.1f} bohr:")
print(f"  from hole {energy_hole:.6f}, from libxc {energy_libxc:.6f} hartree")

# ---- Exchange energies on the same densities ----
dm = mf.make_rdm1()
exchange_matrices = mf.get_jk(mol, dm)[1]
ex_exact = -0.5 * sum(np.sum(exchange_matrices[s] * dm[s].T) for s in (0, 1))
grid_up, grid_dn = [np.sum(phi**2, axis=1) for phi in grid_orbitals]
ex_per_electron = dft.libxc.eval_xc("LDA,", (grid_up, grid_dn), spin=1)[0]
ex_lsda = np.dot(grid.weights, (grid_up + grid_dn) * ex_per_electron)
assert abs(ex_lsda / ex_exact - 1) > 0.01
print(f"Li exchange energy of the determinant: {ex_exact:.5f} hartree")
print(f"Li LSDA exchange energy, same densities: {ex_lsda:.5f} hartree")
print(f"LSDA magnitude smaller by: {100 * (1 - ex_lsda / ex_exact):.2f} percent")

# ---- Random complex determinant: 3 up and 1 down electron on 4 sites ----
rng = np.random.default_rng(7)
sites = 4


def random_orbitals(count):
    raw = rng.normal(size=(sites, count)) + 1j * rng.normal(size=(sites, count))
    return np.linalg.qr(raw)[0]


spin_orbitals = np.zeros((2 * sites, 4), dtype=complex)
spin_orbitals[:sites, :3] = random_orbitals(3)
spin_orbitals[sites:, 3:] = random_orbitals(1)
positions = np.indices((2 * sites,) * 4).reshape(4, -1).T
probability = np.abs(np.linalg.det(spin_orbitals[positions]))**2 / 24
assert abs(probability.sum() - 1) < 1e-10
spin_pairs = 12 * probability.reshape((2 * sites,) * 4).sum(axis=(2, 3))
site_pairs = spin_pairs.reshape(2, sites, 2, sites).sum(axis=(0, 2))
site_spin = (np.abs(spin_orbitals)**2).sum(axis=1).reshape(2, sites)
site_n = site_spin.sum(axis=0)
site_hole = np.diag(site_pairs) / site_n - site_n
site_formula = on_top_formula(site_spin[0], site_spin[1])
assert np.allclose(site_hole, site_formula, atol=1e-10)
print("Random complex determinant, on-top hole at site 1 (electrons per site):")
print(f"  from determinant {site_hole[0]:.6f}, formula {site_formula[0]:.6f}")

# ---- Two determinants: singlet without double occupancy on two sites ----
bonding = np.array([1.0, 1.0]) / np.sqrt(2)
antibonding = np.array([1.0, -1.0]) / np.sqrt(2)
singlet = (np.outer(bonding, bonding)
           - np.outer(antibonding, antibonding)) / np.sqrt(2)
singlet_pairs = 2 * singlet**2
singlet_n = singlet_pairs.sum(axis=1)
singlet_hole = singlet_pairs[0, 0] / singlet_n[0] - singlet_n[0]
singlet_formula = on_top_formula(singlet_n[0] / 2, singlet_n[0] / 2)
assert abs(singlet_hole - singlet_formula) > 0.1
print("Two-determinant singlet, on-top hole at site 1 (electrons per site):")
print(f"  actual {singlet_hole:.4f}, determinant formula {singlet_formula:.4f}")

print("finished without a failed check")
```

Output:

```
Li UHF/cc-pVTZ total energy: -7.432702 hartree
On-top values at distance r from the nucleus (densities in bohr^-3)
r = 0.0 bohr: n_up = 6.87321e+00, n_dn = 6.64050e+00
  n = 1.35137e+01, zeta = 0.01722, P(r,r) = 9.1283e+01 bohr^-6
  hole from determinant = -6.75886e+00, formula = -6.75886e+00
  spin-blind -n/2 = -6.75686e+00, hole/(-n) = 0.50015
r = 1.0 bohr: n_up = 3.03849e-02, n_dn = 3.02146e-02
  n = 6.05995e-02, zeta = 0.00281, P(r,r) = 1.8361e-03 bohr^-6
  hole from determinant = -3.03000e-02, formula = -3.03000e-02
  spin-blind -n/2 = -3.02998e-02, hole/(-n) = 0.50000
r = 2.0 bohr: n_up = 3.67487e-03, n_dn = 2.16472e-04
  n = 3.89134e-03, zeta = 0.88874, P(r,r) = 1.5910e-06 bohr^-6
  hole from determinant = -3.48248e-03, formula = -3.48248e-03
  spin-blind -n/2 = -1.94567e-03, hole/(-n) = 0.89493
  hole converted = -2.35010e-02 angstrom^-3
r = 4.0 bohr: n_up = 1.15788e-03, n_dn = 2.08893e-08
  n = 1.15790e-03, zeta = 0.99996, P(r,r) = 4.8374e-11 bohr^-6
  hole from determinant = -1.15786e-03, formula = -1.15786e-03
  spin-blind -n/2 = -5.78949e-04, hole/(-n) = 0.99996
Angle-averaged exchange hole around r = 1.0 bohr (bohr^-3)
  u = 0.0 bohr: determinant -3.03000e-02, LSDA -3.03000e-02
  u = 0.1 bohr: determinant -3.10798e-02, LSDA -3.02106e-02
  u = 0.5 bohr: determinant -5.22583e-02, LSDA -2.81324e-02
  u = 1.0 bohr: determinant -1.04605e-01, LSDA -2.24056e-02
LSDA exchange energy per electron at r = 1.0 bohr:
  from hole -0.290096, from libxc -0.290096 hartree
Li exchange energy of the determinant: -1.78127 hartree
Li LSDA exchange energy, same densities: -1.53793 hartree
LSDA magnitude smaller by: 13.66 percent
Random complex determinant, on-top hole at site 1 (electrons per site):
  from determinant -0.438272, formula -0.438272
Two-determinant singlet, on-top hole at site 1 (electrons per site):
  actual -1.0000, determinant formula -0.5000
finished without a failed check
```
